# Hydrogen stretch of a silicon vacancy holding one H and one D

## Problem

A vacancy in silicon has four silicon neighbours, each with a dangling bond. Two of these bonds are closed by hydrogen. For this problem, take the centre's two Si–H stretching lines to lie at 2122 and 2145 cm⁻¹ at low temperature. The two Si–H bonds are equivalent by symmetry and belong to different silicon atoms.

(a) Treat the bonds as two coupled harmonic oscillators. Find the bond force constant and the strength of the coupling.

(b) One hydrogen is replaced by deuterium. Predict the wavenumber of the remaining hydrogen stretch.

(c) Could the two lines come from unequal bonds instead of coupling? Show how the deuterated centre decides.

(d) Estimate how far anharmonicity and other neglected effects can move the prediction.

Use the masses 1.00783 u for H, 2.01410 u for D and 27.977 u for ²⁸Si.

## Solution

### The model

Let \(x_1\) and \(x_2\) be the extensions of the two bonds from their equilibrium lengths. To second order, the potential energy allowed by the equivalence of the bonds is

\[
V=\tfrac12 k\,(x_1^2+x_2^2)+k'x_1x_2 .
\]

The electronic structure does not depend on nuclear mass in the Born–Oppenheimer approximation, so \(k\) and \(k'\) are the same for H and D.

For the kinetic energy, take a silicon atom of mass \(M\) and its hydrogen of mass \(m\) as a free pair along the bond. With the pair's total momentum zero, its kinetic energy is \(\tfrac12\mu\dot x^2\), where \(\mu=mM/(m+M)\). This neglects the force of the lattice on the silicon atom, an approximation examined in part (d). Since the bonds share no atom, there is no cross term \(\dot x_1\dot x_2\). The reduced masses and their ratio are

\[
\mu_H=0.97278\ \text{u},\qquad \mu_D=1.87884\ \text{u},\qquad r=\frac{\mu_H}{\mu_D}=0.51776 .
\]

The equations of motion are

\[
\mu_1\ddot x_1=-kx_1-k'x_2,\qquad \mu_2\ddot x_2=-kx_2-k'x_1 .
\]

### (a) Force constant and coupling

With two hydrogens, \(\mu_1=\mu_2=\mu_H\). Adding and subtracting the equations gives

\[
\mu_H(\ddot x_1\pm\ddot x_2)=-(k\pm k')(x_1\pm x_2),
\]

so the angular frequencies obey \(\omega_\pm^2=(k\pm k')/\mu_H\). The upper sign belongs to the in-phase stretch.

Call the upper wavenumber \(a\) and the lower one \(b\). Since \(\omega=2\pi c\nu\) for a wavenumber \(\nu\),

\[
(2\pi c)^2a^2=\frac{k+|k'|}{\mu_H},\qquad (2\pi c)^2b^2=\frac{k-|k'|}{\mu_H}.
\]

Half the sum defines the wavenumber \(\nu_0\) of an uncoupled bond, and the difference divided by the sum gives the relative coupling \(\beta\):

\[
\nu_0^2=\frac{a^2+b^2}{2}=\frac{k}{(2\pi c)^2\mu_H},\qquad
\beta=\frac{|k'|}{k}=\frac{a^2-b^2}{a^2+b^2}.
\]

The numbers are

\[
\nu_0=\sqrt{\frac{2145^2+2122^2}{2}}=2133.531\ \text{cm}^{-1},
\]

\[
\beta=\frac{4601025-4502884}{4601025+4502884}=0.010780 .
\]

Hence

\[
k=\mu_H(2\pi c\nu_0)^2=260.89\ \text{N/m},\qquad |k'|=\beta k=2.81\ \text{N/m}.
\]

The coupling can also be stated as a wavenumber, half the splitting:

\[
\lambda=\frac{a-b}{2}=11.5\ \text{cm}^{-1}.
\]

The two measures agree closely, because \(a^2-b^2=(a-b)(a+b)\) gives

\[
\frac{\beta\nu_0}{2}=\frac{a^2-b^2}{4\nu_0}=\lambda\,\frac{a+b}{2\nu_0},
\]

and the last factor is nearly one.

The two frequencies fix the size of \(k'\) but not its sign. If \(k'>0\), the in-phase stretch is the upper line; if \(k'<0\), it is the lower. Polarized absorption can settle this if the centres are aligned, or if uniaxial stress separates the lines of differently oriented centres: the in-phase dipole lies along the twofold axis of the centre, the out-of-phase dipole perpendicular to it. Without such a distinction, centres spread equally over all equivalent orientations in the cubic crystal absorb isotropically.

### (b) One hydrogen and one deuterium

Put H on bond 1 and D on bond 2. Mass-weighted coordinates \(q_i=\sqrt{\mu_i}\,x_i\) make the dynamical matrix symmetric. Substituting \(x_i=q_i/\sqrt{\mu_i}\) and dividing equation \(i\) by \(\sqrt{\mu_i}\) gives diagonal elements \(k/\mu_i\) and off-diagonal elements \(k'/\sqrt{\mu_H\mu_D}\). In squared wavenumbers this is

\[
\nu_0^2
\begin{pmatrix}
1 & s\sqrt r\,\beta\\
s\sqrt r\,\beta & r
\end{pmatrix},
\qquad s=\operatorname{sign}k' .
\]

With \(y=\nu^2/\nu_0^2\), the eigenvalue condition is

\[
(1-y)(r-y)-r\beta^2=0 ,
\]

or \(y^2-(1+r)y+r(1-\beta^2)=0\). The sign \(s\) has dropped out because it is squared. The discriminant is

\[
(1+r)^2-4r+4r\beta^2=(1-r)^2+4r\beta^2 ,
\]

so

\[
\nu^2=\frac{\nu_0^2}{2}\left[1+r\pm\sqrt{(1-r)^2+4r\beta^2}\right].
\]

The plus sign gives the hydrogen stretch, since \(y\to1\) when \(\beta\to0\). The square root is

\[
\sqrt{(0.48224)^2+4(0.51776)(0.010780)^2}=0.48249 ,
\]

and therefore

\[
\nu_H=2133.531\,\sqrt{\frac{1.51776+0.48249}{2}}\ \text{cm}^{-1}
=2133.66\ \text{cm}^{-1}.
\]

**The harmonic prediction is 2133.7 cm⁻¹, or 264.5 meV.** One hydrogen line near the middle of the old pair replaces the two.

The reason is seen by expanding the root for \(4r\beta^2\ll(1-r)^2\):

\[
\sqrt{(1-r)^2+4r\beta^2}\approx 1-r+\frac{2r\beta^2}{1-r}.
\]

Inserting this and then using \(\sqrt{1+\epsilon}\approx1+\epsilon/2\) gives

\[
\nu_H\approx\nu_0\left[1+\frac{r\beta^2}{2(1-r)}\right].
\]

The coupling now enters in second order and pushes the line up by only 0.13 cm⁻¹. In the HH centre the oscillators are resonant and the shift is of first order, about 11.5 cm⁻¹. The opposite limit, \(r\to1\), restores this resonance: the full formula becomes \(\nu^2=\nu_0^2(1\pm\beta)\), which are the original lines.

The motion is correspondingly local. Let the mass-weighted eigenvector be \((1,\epsilon)\). The second row of the matrix gives \(s\sqrt r\,\beta+r\epsilon=y\epsilon\), and with \(y\approx1\),

\[
\epsilon\approx\frac{s\sqrt r\,\beta}{1-r},\qquad
\epsilon^2\approx\frac{r\beta^2}{(1-r)^2}=2.6\times10^{-4}.
\]

This is the deuterium bond's share of the kinetic energy in the hydrogen mode. In the HH centre each bond has one half.

### (c) Coupling or unequal bonds?

Two lines alone cannot prove coupling. Let the HH matrix in squared wavenumbers have diagonal elements \(\nu_0^2\mp\delta\) and off-diagonal element \(g_0\). Its eigenvalues are \(\nu_0^2\pm\sqrt{\delta^2+g_0^2}\), so the observed pair fixes only

\[
\delta^2+g_0^2=\left(\frac{a^2-b^2}{2}\right)^2 .
\]

Deuterium removes the resonance. Apart from the small second-order push, the H line then lies at \(\sqrt{\nu_0^2-\delta}\) or \(\sqrt{\nu_0^2+\delta}\), depending on which bond keeps the hydrogen. The separation of these positions is approximately \(d=\delta/\nu_0\).

For a chosen detuning \(d=10\) cm⁻¹, with \(g_0\) adjusted to keep the HH lines at 2122 and 2145 cm⁻¹, the matrix gives H lines at 2128.6 and 2138.6 cm⁻¹. A sample containing both placements would show both lines. With no coupling at all, they would be the original 2122 and 2145 cm⁻¹. Equivalent bonds give a single line near 2134 cm⁻¹, so the mixed centre separates coupling from inequivalence. This holds as long as no other vibration lies close enough to the hydrogen stretch to split its line, a possibility met in part (d).

### (d) What the harmonic result neglects

**Anharmonicity of the stretches.** Let the Hamiltonian be \(h_1+h_2+Kg(x_1)g(x_2)\), where each \(h_i\) describes one anharmonic bond. For linear coupling, \(g(x)=x\) and \(K=k'\). Away from resonance, first-order perturbation theory gives the coupling contribution to the hydrogen transition as

\[
K\left(\langle g\rangle_{1}-\langle g\rangle_{0}\right)\langle g\rangle_{0,\text{neighbour}},
\]

where subscripts 0 and 1 denote the ground and first excited states of a bond. In the HH centre the same term shifts both resonant states equally, so it moves the midpoint of the pair, to which the model is fitted. Replacing a neighbouring H by D, with all potentials fixed, changes this by

\[
\Delta=K\left(\langle g\rangle_1-\langle g\rangle_0\right)
\left(\langle g\rangle_{0,D}-\langle g\rangle_{0,H}\right).
\]

In a harmonic bond \(\langle x\rangle=0\), and the effect vanishes for linear coupling. In a Morse bond the mean extension is positive, grows with excitation, and is smaller for D. The shift is then negative for \(K>0\) and positive for \(K<0\).

I take a rough Morse anharmonicity \(X=35\) cm⁻¹, meaning that the H fundamental lies \(2X\) below its harmonic wavenumber, and refit the force constants to the two HH lines. Diagonalization gives 2133.43 cm⁻¹ for \(k'>0\) and 2133.91 cm⁻¹ for \(k'<0\). Half their difference, positive sign minus negative, is −0.240 cm⁻¹; the first-order expression gives the same value. The sign of \(k'\), irrelevant in the harmonic model, now matters.

**Hydrogen–hydrogen repulsion.** Suppose that stretching either bond brings the hydrogens together, with repulsion \(C e^{(x_1+x_2)/\rho}\). The identity

\[
e^{A+B}=(e^A-1)(e^B-1)+e^A+e^B-1
\]

separates the coupling from terms that depend on one bond alone. The latter do not change with isotope and belong in the bond potentials. What remains is \(Kg(x_1)g(x_2)\), with

\[
K=\frac{C}{\rho^2}>0,\qquad g(x)=\rho\left(e^{x/\rho}-1\right).
\]

For small \(x\), \(g\approx x+x^2/(2\rho)\). Even a symmetric vibration therefore has \(\langle g\rangle>0\), and the in-plane bend of the neighbour contributes too. I give this bend a rough wavenumber of 800 cm⁻¹ and the same projection on the H–H line as the stretch, and add its effect separately.

For \(\rho=0.04\) nm, the shifts relative to the harmonic prediction are −0.60 cm⁻¹ from the stretches and −0.66 cm⁻¹ from the bend. Simple addition puts the line at 2132.4 cm⁻¹. Ranges of 0.03 and 0.05 nm give total shifts of −1.7 and −1.0 cm⁻¹. These corrections exceed the harmonic upward push of 0.13 cm⁻¹ and have the opposite sign, so a real line need not lie above the midpoint.

Separate addition misses one possibility. With an 800 cm⁻¹ hydrogen bend, the deuterium bend is near 576 cm⁻¹, and one quantum of it together with one of the deuterium stretch lies close to the hydrogen stretch. The repulsion mixes these two states. Treating stretches and bends together, but leaving out any stretch–bend coupling within a single Si–H or Si–D unit, then raises the line by 0.3 to 0.8 cm⁻¹ above the simple sums for the three ranges, and gives a weak companion about 10 cm⁻¹ lower. The result depends strongly on the rough bend wavenumber. At 700 or 900 cm⁻¹ the mixing is negligible, but at 810 cm⁻¹ and a range of 0.03 nm the hydrogen stretch is shared almost equally between two lines, near 2129 and 2135 cm⁻¹. A softer bend lowers the line even without mixing: at 650 cm⁻¹ and a range of 0.03 nm it lies at 2131.4 cm⁻¹.

**Lattice and silicon isotopes.** Attaching each silicon to a lattice with a rough frequency of 500 cm⁻¹, and refitting to the HH lines, moves the predicted H line by at most a few hundredths of a cm⁻¹, with a size and sign that depend on how the two silicon atoms are coupled. The reduced-mass treatment is adequate for the H line. It is not adequate for the D line, which lies closer to the lattice frequency and is raised by about 4.5 cm⁻¹ by the same attachment; this also shifts the coincidence described above. A heavier silicon under the hydrogen matters more: the reduced mass changes the line by −1.3 cm⁻¹ for ²⁹Si and −2.5 cm⁻¹ for ³⁰Si, relative to ²⁸Si. These are free-pair values; the 500 cm⁻¹ lattice attachment makes them about a tenth larger.

**Input and temperature.** An uncertainty of 0.5 cm⁻¹ in each input line moves the prediction by up to 0.5 cm⁻¹. The prediction belongs to the temperature of the input data. A 500 cm⁻¹ lattice mode is empty at 10 K but has a mean occupation of 0.10 at 300 K, so low-temperature input should not be used for a room-temperature line without a thermal correction, which this model does not supply.

For a centre with the given HH lines in ²⁸Si, these estimates support a hydrogen line at about 2131 to 2134 cm⁻¹, provided no combination of other vibrations nearly coincides with it. Near such a coincidence the line can move by a few cm⁻¹ or split in two. This is a model range, not a strict bound: the out-of-plane bend, the stretch–bend coupling within each unit and the full lattice are absent from the anharmonic estimate. Near a coincidence, that coupling can noticeably change both the line positions and how the hydrogen stretch is shared.

The deuterium stretch deserves less trust. The harmonic formula puts it at 1535 cm⁻¹, whereas the Morse model with linear coupling and \(k'>0\) gives 1549 cm⁻¹. For one Morse bond the harmonic wavenumber scales as \(\sqrt r\) and \(X\) as \(r\), so

\[
\nu_D=\sqrt r\,(\nu_H+2X)-2rX
=\sqrt r\,\nu_H+2X\sqrt r\,(1-\sqrt r).
\]

The last term is 14 cm⁻¹ and accounts for the difference between these two models; the lattice shift of about 4.5 cm⁻¹ is contained in neither. The hydrogen prediction avoids this error because it is calibrated on hydrogen lines, whose fundamentals already contain the bond's own anharmonicity. By the same token, \(k\) in part (a) is an effective force constant for the fundamental, not the curvature at the bottom of the potential. Apart from the joint stretch–bend estimate and the lattice variations, the main values used here are collected in the numerical output.

## Computed results

```
HH lines, input: 2122 and 2145 cm^-1
masses H, D, 28Si: 1.00783, 2.01410, 27.977 u
reduced masses SiH, SiD: 0.97278, 1.87884 u
reduced-mass ratio r: 0.51776
uncoupled H stretch nu0: 2133.531 cm^-1
arithmetic mean of HH lines: 2133.500 cm^-1
bond force constant k: 260.89 N/m
coupling force constant |k'|: 2.812 N/m
relative coupling beta: 0.010780
coupling lambda, half splitting: 11.50 cm^-1
beta*nu0/2: 11.4998 cm^-1
HD centre, H stretch: 2133.664 cm^-1
H stretch as energy: 264.54 meV
weak-coupling H stretch: 2133.664 cm^-1
upward push by coupling to D: 0.133 cm^-1
HD centre, harmonic D stretch: 1535.00 cm^-1
D share of H mode: 2.59e-04
unequal bonds, chosen detuning: 10.0 cm^-1
unequal bonds, two H lines: 2128.63, 2138.63 cm^-1
largest effect of input rounding (0.5 each): 0.50 cm^-1
H line shift, 28Si to 29Si: -1.28 cm^-1
H line shift, 28Si to 30Si: -2.47 cm^-1
lattice frequency, rough input: 500 cm^-1
H line shift by lattice motion: 0.0069 cm^-1
Morse anharmonicity, rough input: 35 cm^-1
Morse, linear coupling k'>0, H line: 2133.427 cm^-1
Morse, linear coupling k'<0, H line: 2133.908 cm^-1
sign-dependent part, diagonalized: -0.240 cm^-1
sign-dependent part, first order: -0.240 cm^-1
Morse, linear coupling k'>0, D line: 1549.12 cm^-1
neighbour bend, rough input: 800 cm^-1
range 0.03 nm: stretch shift -0.76, bend shift -0.95 cm^-1
range 0.03 nm: corrected H line 2131.95 cm^-1
range 0.04 nm: stretch shift -0.60, bend shift -0.66 cm^-1
range 0.04 nm: corrected H line 2132.40 cm^-1
range 0.05 nm: stretch shift -0.52, bend shift -0.51 cm^-1
range 0.05 nm: corrected H line 2132.64 cm^-1
basis shift, 12 to 9 states per bond: 9.8e-11 cm^-1
grid shift, step 0.003 to 0.002 nm: 9.8e-11 cm^-1
occupation of 500 cm^-1 lattice mode at 10 K: 5.7e-32
occupation of 500 cm^-1 lattice mode at 300 K: 1.0e-01
occupation of H stretch at 300 K: 3.6e-05
```
